# Static susceptibility after a scissor shift: the velocity matrix element

## The problem

A gate oxide is modelled as an insulator in which each electron has one occupied level $v$ and one empty level $c$. A Kohn-Sham calculation with a local potential gives the gap $E=4$ eV and the momentum matrix element $p_{cv}=\langle c|p|v\rangle$ along the field, with $|p_{cv}|/m=0.2431$ nm/fs. There are 12 such electrons in each 0.035 nm³, hence $n=342.9$ nm$^{-3}$. Since the Kohn-Sham gap is too small, the empty level is raised by a scissor shift $D=2$ eV, and the corrected gap is $E'=E+D=6$ eV.

Find the static electronic susceptibility $\chi$ after the shift.

The ions are held fixed. The electrons respond independently to the macroscopic field $F$ along $x$, without local fields. The electron charge is $-e$, so the field adds $eFx$ to the Hamiltonian. The susceptibility is defined by $P=\varepsilon_0\chi F$, and the relative permittivity is $1+\chi$.

## A tempting solution

For a two-level system, perturbation theory gives

$$\chi=\frac{2ne^2|x_{cv}|^2}{\varepsilon_0E}. \tag{1}$$

In a crystal the momentum element is easier to compute than the position element. The two are related by $|x_{cv}|=\hbar|v_{cv}|/E$, with $v=p/m$, so that

$$\chi=\frac{2ne^2\hbar^2|v_{cv}|^2}{\varepsilon_0E^3}. \tag{2}$$

The scissor shift changes the energies and leaves the wavefunctions alone. The momentum element, computed from those wavefunctions, is therefore unchanged, and it seems enough to replace $E$ by $E'$:

$$\chi_{\rm bad}=\frac{2ne^2\hbar^2|p_{cv}/m|^2}{\varepsilon_0E'^3}. \tag{3}$$

For the numbers, $\hbar|p_{cv}|/m=0.6582\times0.2431=0.1600$ eV nm. With $e^2/\varepsilon_0=18.095$ eV nm, the prefactor is $2\times342.9\times18.095=1.241\times10^4$ eV nm$^{-2}$. Hence

$$\chi_{\rm bad}=\frac{1.241\times10^4\times0.1600^2}{6^3}=\frac{317.7}{216}=1.47,$$

and the permittivity would be 2.47.

## Where it fails

Equations (1) and (2) should be two forms of one quantity. Before the shift, (2) gives $317.7/4^3=4.96$. According to (3), the shift lowers this by a factor of $(6/4)^3=3.375$. But $x_{cv}$ is also computed from the unchanged wavefunctions, and with $x_{cv}$ fixed (1) lowers the susceptibility by a factor of only $6/4=1.5$. Both cannot be right.

The statement that the momentum element is unchanged is true. The fault is the next step, which takes $p/m$ to be the velocity after the shift. Velocity is the rate of change of position, and the Hamiltonian determines it. The scissor term changes the Hamiltonian in a way that does not commute with position, so it changes the velocity operator too.

## The right solution

**The shifted Hamiltonian.** Let $H$ be the Kohn-Sham Hamiltonian and $P_c$ the projector on its empty states without the field. The scissor correction is

$$H'=H+DP_c. \tag{4}$$

Since $P_c|v\rangle=0$ and $P_c|c\rangle=|c\rangle$, both states remain eigenstates. The energy of $v$ is unchanged, that of $c$ rises by $D$, and $x_{cv}=\langle c|x|v\rangle$ stays the same.

**The response.** Add $eFx$ to $H'$, keeping $P_c$ fixed. To first order in $F$ the occupied state becomes

$$|v\rangle+a|c\rangle,\qquad a=\frac{\langle c|eFx|v\rangle}{E_v-E'_c}=-\frac{eFx_{cv}}{E'}.$$

The normalization changes only at second order. The mean position therefore shifts by

$$\delta\langle x\rangle=x_{vc}a+a^*x_{cv}=-\frac{2eF|x_{cv}|^2}{E'}.$$

The electron moves against the field, as a negative charge should. The polarization is $P=-en\,\delta\langle x\rangle$, which is positive, and division by $\varepsilon_0F$ gives

$$\chi=\frac{2ne^2|x_{cv}|^2}{\varepsilon_0E'}. \tag{5}$$

This is (1) with the corrected gap. No velocity has entered.

**The velocity before the shift.** The Heisenberg equation of motion gives $v=(i/\hbar)[H,x]$. Taken between the two eigenstates,

$$v_{cv}=\frac{i}{\hbar}\langle c|Hx-xH|v\rangle=\frac{i}{\hbar}(E_c-E_v)x_{cv}=\frac{iE}{\hbar}x_{cv}. \tag{6}$$

A local potential commutes with $x$, so only the kinetic energy contributes to the commutator. From $[p,x]=-i\hbar$,

$$[p^2,x]=p[p,x]+[p,x]p=-2i\hbar p,\qquad v=\frac{i}{\hbar}\,\frac{-2i\hbar p}{2m}=\frac{p}{m}.$$

Thus $p_{cv}/m$ is the velocity element that belongs to $H$ and to the gap $E$.

**The velocity after the shift.** The new term adds $(i/\hbar)D[P_c,x]$ to the velocity operator. Its element is found by letting $P_c$ act to the left on $c$ and to the right on $v$:

$$\langle c|P_cx-xP_c|v\rangle=x_{cv}-0=x_{cv}.$$

Therefore

$$v'_{cv}=\frac{iE}{\hbar}x_{cv}+\frac{iD}{\hbar}x_{cv}=\frac{iE'}{\hbar}x_{cv}=\frac{E'}{E}\,v_{cv}. \tag{7}$$

The physical content is simple. In a superposition of $v$ and $c$ the mean position oscillates at the angular frequency $E'/\hbar$. The amplitude is set by $x_{cv}$ and has not changed. The same excursion at a higher frequency requires a higher velocity.

**The velocity form.** Equation (7) gives $|x_{cv}|=\hbar|v'_{cv}|/E'$. Substitution in (5) yields

$$\chi=\frac{2ne^2\hbar^2|v'_{cv}|^2}{\varepsilon_0E'^3}. \tag{8}$$

The cube is right, provided that the velocity belongs to the same Hamiltonian as the energy. Dividing (8) by (3) and using (7),

$$\frac{\chi}{\chi_{\rm bad}}=\frac{|v'_{cv}|^2}{|v_{cv}|^2}=\left(\frac{E'}{E}\right)^2=\left(\frac64\right)^2=2.25. \tag{9}$$

**Numbers.** The rescaled velocity is $1.5\times0.2431=0.3646$ nm/fs, and

$$\chi=\frac{1.241\times10^4\times(0.6582\times0.3646)^2}{216}=3.31.$$

The position element gives the same answer. From the old velocity and the old gap, $|x_{cv}|=0.1600/4=0.040$ nm, and (5) gives $1.241\times10^4\times0.040^2/6=3.31$. One may thus rescale the velocity, or extract the position element before shifting the energies. Doing both would count the correction twice.

The permittivity is 4.31 instead of 2.47. Their ratio is 1.74, because the vacuum contribution of 1 is common to both; the factor 2.25 belongs to the susceptibility.

## A check of the velocity operator

Equation (7) can be tested without using the commutator. Take one electron in the well $V(x)=x^2/2+x^4/10+x/5$, in Hartree atomic units, and choose $D$ as half the lowest excitation energy, so that $E'/E=1.5$ for that transition. The momentum element follows from the derivative of the ground-state wavefunction. The velocity element follows from the rate at which $\langle x\rangle$ changes when a superposition of the two lowest states evolves under $H'$. Their ratio is 1.5000, as (7) requires.

This well has many empty levels. Its polarizability, found by diagonalizing $H'$ in a small field, exceeds the sum with unrescaled momentum elements by a factor of 2.2494. The small deficit from 2.25 comes from the higher transitions, as shown next.

## More than one transition

Let a system have transitions $j$ with uncorrected energies $E_j$, all shifted by the same $D$. Each contributes $b_j\propto|v_j|^2/(E_j+D)^3$ to the faulty susceptibility. By (7), its correct contribution is $b_j(1+D/E_j)^2$. Hence

$$\frac{\chi}{\chi_{\rm bad}}=\frac{\sum_jb_j(1+D/E_j)^2}{\sum_jb_j}. \tag{10}$$

The weights $b_j$ are not negative, so this is an average. When 4 eV is the smallest transition energy, no term exceeds 2.25, and any weight at higher energy pulls the average below it. A transition at 10 eV has the factor $(1+2/10)^2=1.44$.

In a periodic crystal, $x$ is not a well-behaved operator between extended Bloch states, but its interband element at fixed wavevector $k$ is. It is $i\langle u_{ck}|\partial_ku_{vk}\rangle$, where $u$ is the cell-periodic part. Differentiating $H_ku_{vk}=E_{vk}u_{vk}$ and projecting on $u_{ck}$ gives

$$\langle u_{ck}|\partial_kH_k|u_{vk}\rangle=(E_{vk}-E_{ck})\langle u_{ck}|\partial_ku_{vk}\rangle.$$

The magnitude of the position element is thus $|\langle u_{ck}|\partial_kH_k|u_{vk}\rangle|/E_k$, with the uncorrected transition energy $E_k=E_{ck}-E_{vk}$ in the denominator. The argument for two levels then holds at each $k$.

A chain with two sites per cell shows the size of the effect. The site energies are $\pm1.20$ eV, the hoppings alternate between 3.227 and 1.627 eV, and the sites are equally spaced. The transitions run from 4 to 10 eV. The response per cell was obtained from open chains in a finite field, as the difference between 60 and 40 cells divided by 20, which removes the contribution of the ends. Its ratio to the $k$-space expression with rescaled velocities is 1.000000. Leaving the velocities unrescaled underestimates the response by a factor of 2.05 in this chain.

## Limits and conditions

For $D\ll E$ the factor in (9) is $1+2D/E$ to first order, so the error vanishes with the shift. For $D\gg E$ it grows as $(D/E)^2$: at fixed $x_{cv}$ the correct susceptibility falls as $1/D$, the faulty one as $1/D^3$.

The 4 eV gap must be the gap before the shift. If it were the corrected gap, the Kohn-Sham gap would be 2 eV and the factor $(4/2)^2=4$.

The projector must stay fixed when the field is applied. Suppose instead that it were rebuilt from the eigenstates of $H+eFx$. Adding $D$ times this new projector would shift the empty levels but leave every eigenstate of $H+eFx$ unchanged. The occupied states, and with them the polarization, would be those of the Kohn-Sham system, and $\chi$ would remain 4.96. Equation (5) thus describes a particular correction, not a consequence of the gap alone.

If the Kohn-Sham potential is itself nonlocal, as with nonlocal pseudopotentials, $p/m$ is not the velocity even before the shift. One must then start from $(i/\hbar)[H,x]$, after which the rescaling (7) applies unchanged.

## The same fault with a vector potential

The field can also be described by a uniform vector potential $A$, with $F=-dA/dt$. The Hamiltonian becomes $e^{-iS}H'e^{iS}$ with $S=eAx/\hbar$, which turns $p$ into $p+eA$. Expanding to second order,

$$H'(A)=H'-i[S,H']-\tfrac12[S,[S,H']].$$

The linear term is $(ieA/\hbar)[H',x]=eAv'$, so the field couples to the rescaled velocity. In second-order perturbation theory it changes the energy of the occupied state by

$$-\frac{e^2A^2|v'_{cv}|^2}{E'}=-\frac{e^2A^2E'|x_{cv}|^2}{\hbar^2}.$$

For the quadratic term, write out the double commutator and insert the two states between the operators:

$$\langle v|x^2H'-2xH'x+H'x^2|v\rangle=-2E'|x_{cv}|^2.$$

Its energy is therefore $+e^2A^2E'|x_{cv}|^2/\hbar^2$. The two parts cancel, as they must, because a constant uniform $A$ produces no electric field.

With the unrescaled velocity in the linear term and the quadratic term of $H'$ kept, the cancellation fails and an energy $KA^2$ remains:

$$K=\frac{e^2|x_{cv}|^2}{\hbar^2}\left(E'-\frac{E^2}{E'}\right)>0.$$

The value of $K$ depends on the quadratic term used. If only $p\to p+eA$ is applied, that term is $e^2A^2/2m$, which for a local potential equals $e^2A^2\sum_jE_j|x_j|^2/\hbar^2$ summed over all transitions $j$; then $K=(e^2/\hbar^2)\sum_j|x_j|^2(E_j-E_j^2/E'_j)$, smaller but still positive. Rescaling the linear term while keeping $e^2A^2/2m$ also fails, with $K=-(e^2/\hbar^2)D\sum_j|x_j|^2$. Both terms must come from $H'$.

The current density is $-n\,\partial(KA^2)/\partial A=-2nKA$. For time dependence $e^{-i\omega t}$ we have $F=i\omega A$ and a current $-i\omega P$, so that $P=-2nKF/\omega^2$. The spurious susceptibility $-2nK/(\varepsilon_0\omega^2)$ diverges at low frequency, as if the insulator contained free carriers. The finite factor 2.25 therefore belongs to the form (3). In the vector-potential form the same fault destroys the static limit.

## What the numbers mean for a gate oxide

The gaps are chosen in the regime of hafnium dioxide, whose gap is roughly 4 eV in semilocal Kohn-Sham calculations and roughly 6 eV after correction. The position element of 0.040 nm was chosen to place the electronic permittivity near 4, a typical rough size for this oxide, so the value 4.31 is no prediction. Real devices strongly violate the assumption of fixed ions: in a slowly varying gate field the lattice also polarizes, and the total permittivity is roughly 20. The correct electronic susceptibility is then $3.31/19$, or 17 %, of the total susceptibility. If the lattice part is held fixed, the velocity error of the two-level model lowers the total permittivity by $(3.31-1.47)/20$, or 9 %, and the capacitance of the oxide layer alone, at given thickness, by the same fraction. An interfacial layer in series, common in real gate stacks, makes the relative change of the total capacitance smaller. For the optical permittivity, where the ions do not follow, the error in the two-level model is the full change from 4.31 to 2.47, provided that the photon energy is far below the gap. These errors are upper bounds for a real oxide with the same correct susceptibility and a uniform shift, because the model places the whole response at the gap and (10) makes the error smaller when part of it comes from higher transitions. The reduction can be large. The oscillator strength $2mE|x_{cv}|^2/\hbar^2$ of the model transition is only 0.168, whereas for a local potential the strengths sum to 1 per electron. A single transition carrying the full strength gives $\chi=ne^2\hbar^2/(\varepsilon_0mEE')$, with $ne^2\hbar^2/(\varepsilon_0m)=473$ eV$^2$. For $\chi=3.31$ and $D=2$ eV this requires $E\approx11$ eV, so the factor falls to $(13/11)^2=1.40$ and the error of the total permittivity to about 5 %.

Other neglected effects can be sized with the same parameters. Local fields arise because the electrons are not spread uniformly. As a rough model, let the susceptibility vary along the field as $\chi(1+0.5\cos\theta)$, where $\theta$ runs through $2\pi$ in one period. The displacement field is uniform across such layers, so the inverse permittivities are averaged:

$$\frac1{\varepsilon_M}=\frac1{2\pi}\int_0^{2\pi}\frac{d\theta}{1+\chi+0.5\chi\cos\theta}=\frac1{\sqrt{(1+\chi)^2-(0.5\chi)^2}}.$$

This lowers the correct permittivity from 4.31 to 3.98 and the faulty one from 2.47 to 2.36. The factor between the susceptibilities becomes 2.19. The 50 % modulation is an assumption.

Take a field of 5 MV/cm, or 0.5 V/nm, which is near the breakdown of hafnium dioxide and above usual operating fields. Even there the coupling $eFx_{cv}$ is only 0.02 eV, small beside the gap of 6 eV. Diagonalizing the two-level Hamiltonian at this field changes $\chi$ by a fraction of $-2\times10^{-5}$, so linear response is ample within the model. This says nothing about tunnelling or breakdown, which the two levels do not contain.

A thermal narrowing of both gaps by an assumed 0.1 eV, with $D$ and $x_{cv}$ held fixed, raises the correct $\chi$ by 1.7 % and the factor to $(5.9/3.9)^2=2.29$. With the parameters assumed here, the spread of transition energies moves the factor between the electronic susceptibilities most, from 2.25 to 2.05 in the chain; a modulation near 80 % would make the local-field effect equally large. By (10), moving part of the weight $b_j$ to higher transition energies lowers this factor further. The numerical output lists the values for the two-level model, the well and the chain.

## Computed results

```
Kohn-Sham gap: 4.0 eV
scissor shift: 2.0 eV
corrected gap: 6.0 eV
electrons per formula unit: 12
volume per formula unit: 0.035 nm^3
electron density: 342.9 nm^-3
position element: 0.040 nm
e/eps0: 18.095 V nm
hbar: 0.6582 eV fs
oscillator strength at Kohn-Sham gap: 0.168
velocity element, unrescaled: 0.2431 nm/fs
velocity element, rescaled: 0.3646 nm/fs
chi, Kohn-Sham, no scissor: 4.963
chi, scissor, correct: 3.309
chi, scissor, unrescaled velocity: 1.471
underestimation factor of chi: 2.2500
Kohn-Sham chi / correct chi: 1.5000
Kohn-Sham chi / unrescaled chi: 3.3750
permittivity, Kohn-Sham: 5.963
permittivity, correct: 4.309
permittivity, unrescaled: 2.471
permittivity ratio: 1.744
factor if 4 eV were the corrected gap: 4.00
grid well: velocity ratio from time evolution: 1.5000
grid well: factor with all transitions: 2.2494
chain: site energy +/-1.20 eV
chain: hoppings 3.227 and 1.627 eV
chain: transitions 4.00 to 10.00 eV
chain: finite-field / k-space response: 1.000000
chain: underestimation factor: 2.047
factor for a single transition at 10 eV: 1.440
local fields: assumed modulation: 50 %
local fields: permittivity, correct: 3.979
local fields: permittivity, unrescaled: 2.359
local fields: underestimation factor: 2.192
operating field: 5.0 MV/cm
relative change of chi at that field: -2.22e-05
assumed thermal gap narrowing: 0.1 eV
change of correct chi by narrowing: 1.69 %
factor after narrowing: 2.289
assumed rough total permittivity: 20
correct electronic share of total minus 1: 17.4 %
error of total from unrescaled velocity: 9.2 %
```
